# Why level-set reinitialisation changes deposited volume, and how to limit it: a numerical check

```python
"""Does level-set reinitialisation change deposited volume?

Result under test: first-order upwind reinitialisation with a sharp sign
function shrinks the area inside a closed contour at the rate 4*h/3 per unit
pseudo-time. Anchoring the nodes beside the contour suppresses this drift.
phi: signed distance, negative inside; h: cell side; tau: pseudo-time (length);
g: initial slope; theta: contour position as a fraction of a cell;
alpha: angle of the contour normal. Lengths are in nm unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree


def one_sided_slopes(phi, h, periodic=False):
    px = np.pad(phi, ((1, 1), (0, 0)), mode="wrap" if periodic else "edge")
    py = np.pad(phi, ((0, 0), (1, 1)), mode="edge")
    dx, dy = np.diff(px, axis=0) / h, np.diff(py, axis=1) / h
    return dx[:-1], dx[1:], dy[:, :-1], dy[:, 1:]


def upwind_norm(phi, sign, h, periodic=False):
    a, b, c, d = one_sided_slopes(phi, h, periodic)
    outside = np.sqrt(
        np.maximum(np.maximum(a, 0)**2, np.minimum(b, 0)**2)
        + np.maximum(np.maximum(c, 0)**2, np.minimum(d, 0)**2))
    inside = np.sqrt(
        np.maximum(np.minimum(a, 0)**2, np.maximum(b, 0)**2)
        + np.maximum(np.minimum(c, 0)**2, np.maximum(d, 0)**2))
    return np.where(sign > 0, outside, inside)


def reinitialise(start, h, iterations, mode="sharp", periodic=False):
    """Pseudo-time step h/2; 'anchored' holds nodes beside the contour."""
    phi = start.copy()
    if mode == "smooth":
        sign = start / np.sqrt(start**2 + h**2)
    else:
        sign = np.sign(start)
    near = np.zeros(start.shape, dtype=bool)
    target = start
    if mode == "anchored":
        positive = start > 0
        change = positive[1:] != positive[:-1]
        near[1:] |= change
        near[:-1] |= change
        change = positive[:, 1:] != positive[:, :-1]
        near[:, 1:] |= change
        near[:, :-1] |= change
        a, b, c, d = one_sided_slopes(start, h)
        gradient = np.hypot((a + b) / 2, (c + d) / 2)
        target = start / np.maximum(gradient, 1e-6)
        phi[near] = target[near]
    for _ in range(iterations):
        phi = phi - 0.5 * h * sign * (
            upwind_norm(phi, sign, h, periodic) - 1)
        phi[near] = target[near]
    return phi


def area_inside(phi, h):
    """Area of phi < 0 with linear interpolation on two triangles per cell."""
    total = 0.0
    for third in (phi[1:, :-1], phi[:-1, 1:]):
        low, mid, high = np.sort(
            np.stack([phi[:-1, :-1], third, phi[1:, 1:]]), axis=0)
        with np.errstate(divide="ignore", invalid="ignore"):
            one = low**2 / ((mid - low) * (high - low))
            two = 1 - high**2 / ((high - low) * (high - mid))
        fraction = np.where(high <= 0, 1.0, np.where(
            low >= 0, 0.0, np.where(mid >= 0, one, two)))
        total += 0.5 * h**2 * fraction.sum()
    return total


def square_grid(h, half_width=70.0):
    x = np.arange(-half_width, half_width + h / 2, h)
    x_grid, y_grid = np.meshgrid(x, x, indexing="ij")
    return x_grid - 0.37 * h, y_grid - 0.21 * h


def distance_to_curve(x_grid, y_grid, points, normals):
    nodes = np.column_stack([x_grid.ravel(), y_grid.ravel()])
    index = cKDTree(points).query(nodes)[1]
    value = np.sum((nodes - points[index]) * normals[index], axis=1)
    return value.reshape(x_grid.shape)


def angular_factor(alpha):
    s, c = abs(np.sin(alpha)), abs(np.cos(alpha))
    return s * c * (s + c)


# Flat front: run the scheme and compare its final contour with the formula.
def flat_position(g, theta, mode):
    phi = g * (np.arange(22.0) - 10 - theta)[:, None]
    end = reinitialise(phi, 1.0, 250, mode)[:, 0]
    return -end[10] / (end[11] - end[10])


for g in (0.6, 0.9, 1.3):
    for theta in (0.2, 0.45, 0.7):
        assert abs(flat_position(g, theta, "sharp")
                   - theta - (g - 1) * (theta - 0.5)) < 1e-9
        left, right = g * theta, g * (1 - theta)
        s0, s1 = left / np.hypot(left, 1), right / np.hypot(right, 1)
        assert abs(flat_position(g, theta, "smooth")
                   - theta - (g - 1) * (theta - s0 / (s0 + s1))) < 1e-9
        assert abs(flat_position(g, theta, "anchored") - theta) < 1e-9
assert abs(flat_position(1.0, 0.2, "sharp") - 0.2) < 1e-12
print("Flat front, slope 0.6, start fraction of cell: 0.2")
for mode in ("sharp", "smooth", "anchored"):
    print(f"  final fraction, {mode}: {flat_position(0.6, 0.2, mode):.4f}")

# Node rates on both sides of a circle test the origin of the drift.
x, y = square_grid(1.0)
radius = np.hypot(x, y)
circle = radius - 50
rate = (reinitialise(circle, 1.0, 1) - circle) / 0.5
local_law = 0.5 * angular_factor(np.arctan2(y, x)) / radius
for name, side in (("outside", (circle > 0) & (circle < 2)),
                   ("inside", (circle < 0) & (circle > -2))):
    measured, predicted = rate[side].mean(), local_law[side].mean()
    print(f"Mean node rate {name}, h=1 nm: {measured:.6f}, "
          f"law {predicted:.6f} (nm/nm)")
    # Neglected terms are of relative order h/r.
    assert abs(measured / predicted - 1) < 0.08

# Closed contours: the loss rate should not depend on size or shape.
turning = 4 * quad(angular_factor, 0, np.pi / 2)[0]
print(f"Turning integral of angular factor: {turning:.6f}")


def loss_rate(phi, h, tau=10.0):
    end = reinitialise(phi, h, round(tau / (0.5 * h)))
    return (area_inside(phi, h) - area_inside(end, h)) / tau


for h, r in ((2.0, 50.0), (1.0, 50.0), (1.0, 30.0)):
    x, y = square_grid(h)
    measured = loss_rate(np.hypot(x, y) - r, h)
    print(f"Circle r={r:.0f} nm, h={h:.0f} nm: area loss "
          f"{measured:.4f}, law {h * turning / 2:.4f} nm2/nm")
    assert abs(measured / (h * turning / 2) - 1) < 0.10
angle = np.linspace(0, 2 * np.pi, 12000, endpoint=False)
points = np.column_stack([60 * np.cos(angle), 35 * np.sin(angle)])
normals = np.column_stack([35 * np.cos(angle), 60 * np.sin(angle)])
normals /= np.linalg.norm(normals, axis=1)[:, None]
x, y = square_grid(1.0)
measured = loss_rate(distance_to_curve(x, y, points, normals), 1.0)
print(f"Ellipse 60 x 35 nm, h=1 nm: area loss {measured:.4f} nm2/nm")
assert abs(measured / (turning / 2) - 1) < 0.10

# Asymmetric periodic surface: local transfer, but no leading net change.
k, amplitude, second = 2 * np.pi / 120, 12.0, 2.0
px = np.linspace(-180, 180, 24001)
py = amplitude * np.cos(k * px) + second * np.cos(2 * k * px)
slope = (-amplitude * k * np.sin(k * px)
         - 2 * second * k * np.sin(2 * k * px))
normals = np.column_stack([-slope, np.ones_like(px)])
normals /= np.linalg.norm(normals, axis=1)[:, None]
x, y = np.meshgrid(np.arange(-60.0, 60.0), np.arange(-45.0, 46.0) + 0.3,
                   indexing="ij")
surface = distance_to_curve(x, y, np.column_stack([px, py]), normals)
end = reinitialise(surface, 1.0, 20, periodic=True)
crest_loss = (area_inside(surface[30:91], 1.0)
              - area_inside(end[30:91], 1.0))
net_loss = (area_inside(np.vstack([surface, surface[:1]]), 1.0)
            - area_inside(np.vstack([end, end[:1]]), 1.0))
crest_law = 10 * quad(angular_factor, 0, np.arctan(amplitude * k))[0]
print(f"Periodic surface after tau=10 nm: crest loss {crest_loss:.4f}, "
      f"law {crest_law:.4f} nm2")
print(f"Periodic surface net loss: {net_loss:.4f} nm2")
assert abs(crest_loss / crest_law - 1) < 0.12
assert abs(net_loss) < 0.12 * crest_law

# Full growth runs, with exact motion of a distance function between calls.
thickness, iterations = 20.0, 5


def grown_film(h, growth_step, mode, hole=True):
    x, y = square_grid(h)
    phi = np.hypot(x, y) - (50.0 if hole else 30.0)
    initial = area_inside(phi, h)
    for _ in range(round(thickness / growth_step)):
        phi = phi + (growth_step if hole else -growth_step)
        if mode != "control":
            phi = reinitialise(phi, h, iterations, mode)
    return abs(initial - area_inside(phi, h))


def predicted_film(h, growth_step, hole=True):
    a = (4 * h / 3) * iterations * (h / 2) / (2 * np.pi * growth_step)
    if hole:
        r = brentq(lambda q: 50 - q - a * np.log((50 + a) / (q + a))
                   - thickness, 1, 50)
        return a, r, np.pi * (50**2 - r**2)
    r = brentq(lambda q: q - 30 + a * np.log((q - a) / (30 - a))
               - thickness, 30, 60)
    return a, r, np.pi * (r**2 - 30**2)


exact_film = np.pi * (50**2 - 30**2)
print(f"Example: thickness {thickness:.0f} nm, {iterations} iterations "
      "per call, growth step h/4")
print(f"Exact film cross-section: {exact_film:.1f} nm2")
for hole in (True, False):
    shape = "Hole" if hole else "Wire"
    for h in ((2.0, 1.0) if hole else (2.0,)):
        control = grown_film(h, h / 4, "control", hole)
        sharp = grown_film(h, h / 4, "sharp", hole)
        a, final_radius, prediction = predicted_film(h, h / 4, hole)
        error, expected = sharp - control, prediction - exact_film
        print(f"{shape}, h={h:.0f} nm: control {control:.1f}, "
              f"sharp {sharp:.1f}, law {prediction:.1f} nm2")
        print(f"  a={a:.3f} nm, law radius={final_radius:.2f} nm, "
              f"sharp error={100 * error / exact_film:+.2f} %")
        assert abs(control / exact_film - 1) < 1e-3
        assert error * (1 if hole else -1) > 0
        # Higher truncation terms and loss of roundness are neglected.
        assert abs(error / expected - 1) < 0.12
        if h == 2.0:
            smooth = grown_film(h, h / 4, "smooth", hole) - control
            anchored = grown_film(h, h / 4, "anchored", hole) - control
            print(f"  smooth error={100 * smooth / exact_film:+.2f} %, "
                  f"anchored error={100 * anchored / exact_film:+.2f} %")
            assert 0 < smooth / error < 1
            assert abs(anchored / error) < 0.25

# Rough process values size the effects absent from the geometric model.
temperature, pressure_torr, growth_nm_min = 900.0, 0.3, 10.0
depth, narrow_radius, roughness = 1000.0, 30.0, 3.0
pressure = pressure_torr * const.torr
thermal_energy = const.k * temperature
silicon_density = 2330 / (28.09 * const.atomic_mass)
silane_flux = pressure / np.sqrt(
    2 * np.pi * 32.12 * const.atomic_mass * thermal_energy)
sticking = growth_nm_min * 1e-9 / 60 * silicon_density / silane_flux
depletion_number = depth * np.sqrt(3 * sticking) / (2 * narrow_radius)
depletion = 1 - 1 / np.cosh(depletion_number)
cells = 300
matrix = np.diag(np.full(cells, -2.0 - (depletion_number / cells)**2))
matrix += np.diag(np.ones(cells - 1), 1) + np.diag(np.ones(cells - 1), -1)
matrix[-1, -2] = 2
source = np.zeros(cells)
source[0] = -1
bottom = np.linalg.solve(matrix, source)[-1]
assert abs((1 - bottom) / depletion - 1) < 1e-3
free_path = thermal_energy / (
    np.sqrt(2) * np.pi * (0.45e-9)**2 * pressure)
rough_area = np.pi * roughness**2 / exact_film
curvature_energy = 1.0 / (
    silicon_density * narrow_radius * 1e-9 * thermal_energy)
reverse_fraction = 0.01
reverse_change = reverse_fraction * np.expm1(curvature_energy)
print(f"Rough process: {temperature:.0f} K, {pressure_torr:.1f} Torr, "
      f"{growth_nm_min:.0f} nm/min, depth {depth:.0f} nm")
print(f"Implied reactive sticking probability: {sticking:.2e}")
print(f"Depletion at hole bottom, r=30 nm: {100 * depletion:.3f} %")
print(f"Gas mean free path (diameter 0.45 nm): {free_path * 1e6:.0f} um")
print(f"Area effect of {roughness:.0f} nm rms roughness: "
      f"{100 * rough_area:.2f} % of film")
print(f"Curvature energy/kT (1 J/m2, r=30 nm): {curvature_energy:.4f}")
print(f"Growth-rate effect for {100 * reverse_fraction:.0f} % reverse "
      f"reaction: {100 * reverse_change:.3f} %")
print("tests ok")
```

Running it gives:

```
Flat front, slope 0.6, start fraction of cell: 0.2
  final fraction, sharp: 0.3200
  final fraction, smooth: 0.2064
  final fraction, anchored: 0.2000
Mean node rate outside, h=1 nm: 0.004181, law 0.004158 (nm/nm)
Mean node rate inside, h=1 nm: 0.004304, law 0.004329 (nm/nm)
Turning integral of angular factor: 2.666667
Circle r=50 nm, h=2 nm: area loss 2.6673, law 2.6667 nm2/nm
Circle r=50 nm, h=1 nm: area loss 1.3328, law 1.3333 nm2/nm
Circle r=30 nm, h=1 nm: area loss 1.3327, law 1.3333 nm2/nm
Ellipse 60 x 35 nm, h=1 nm: area loss 1.3321 nm2/nm
Periodic surface after tau=10 nm: crest loss 1.7892, law 1.8117 nm2
Periodic surface net loss: -0.0123 nm2
Example: thickness 20 nm, 5 iterations per call, growth step h/4
Exact film cross-section: 5026.5 nm2
Hole, h=2 nm: control 5026.6, sharp 5441.2, law 5432.9 nm2
  a=4.244 nm, law radius=27.76 nm, sharp error=+8.25 %
  smooth error=+2.27 %, anchored error=-0.38 %
Hole, h=1 nm: control 5026.6, sharp 5233.2, law 5230.3 nm2
  a=2.122 nm, law radius=28.90 nm, sharp error=+4.11 %
Wire, h=2 nm: control 5026.6, sharp 4359.5, law 4342.5 nm2
  a=4.244 nm, law radius=47.77 nm, sharp error=-13.27 %
  smooth error=-3.69 %, anchored error=+0.38 %
Rough process: 900 K, 0.3 Torr, 10 nm/min, depth 1000 nm
Implied reactive sticking probability: 1.34e-05
Depletion at hole bottom, r=30 nm: 0.557 %
Gas mean free path (diameter 0.45 nm): 345 um
Area effect of 3 nm rms roughness: 0.56 % of film
Curvature energy/kT (1 J/m2, r=30 nm): 0.0537
Growth-rate effect for 1 % reverse reaction: 0.055 %
tests ok
```
